# Circular Transmission-Line Contacts and Their Large-Radius Logarithmic Law: test program

```python
"""Circular transmission-line contact: result under test.

A metal disc (radius r1) and an outer metal (from r2 outward) touch a thin
conducting layer.  Sheet resistance: sheet_gap in the bare ring, sheet_metal
under metal.  Contact resistivity rho_c, transfer length
L = sqrt(rho_c/sheet_metal).  The resistance between the metals is
  R = [sheet_gap*ln(r2/r1) + sheet_metal*(L/r1)*I0(r1/L)/I1(r1/L)
       + sheet_metal*(L/r2)*K0(r2/L)/K1(r2/L)] / (2 pi),
and for r1, r2 >> L with equal sheets
  R ~ sheet/(2 pi) * [ln(r2/r1) + L*(1/r1 + 1/r2)].
Lengths are in um, resistances in ohm, rho_c in ohm um^2 (1e-8 ohm cm^2).
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solveh_banded
from scipy.special import i0e, i1e, k0e, k1e

TWO_PI = 2 * np.pi


def ratio_inner(x):
    return i0e(x) / i1e(x)


def ratio_outer(x):
    return k0e(x) / k1e(x)


def exact_parts(r1, r2, sheet_gap, sheet_metal, rho_c):
    """Gap, inner-contact and outer-contact resistances."""
    length = np.sqrt(rho_c / sheet_metal)
    gap = sheet_gap * np.log(r2 / r1) / TWO_PI
    inner = sheet_metal * length / (TWO_PI * r1) * ratio_inner(r1 / length)
    outer = sheet_metal * length / (TWO_PI * r2) * ratio_outer(r2 / length)
    return gap, inner, outer


def exact_resistance(*args):
    return sum(exact_parts(*args))


def large_radius(r1, r2, sheet, length):
    return sheet / TWO_PI * (np.log(r2 / r1) + length * (1 / r1 + 1 / r2))


def network_resistance(r1, r2, r3, sheet_gap, sheet_metal, rho_c, step,
                       layers=1, drop=0.0):
    """Resistor network of concentric cells; outer metal ends at r3.

    Only local Ohm's law and charge balance enter.  With layers > 1 the depth
    is resolved; drop = resistivity * layer spacing (ohm um^2).
    """
    n = int(round(r3 / step))
    faces = step * np.arange(n + 1)
    centres = 0.5 * (faces[1:] + faces[:-1])
    area = TWO_PI * centres * step
    inner = centres < r1
    metal = inner | (centres > r2)
    sheet = np.where(metal, sheet_metal, sheet_gap) * layers
    radial = TWO_PI * faces[1:-1] / (0.5 * step * (sheet[1:] + sheet[:-1]))
    contact = np.where(metal, area / (rho_c + drop / 2), 0.0)
    diagonal = np.zeros((n, layers))
    diagonal[:-1] += radial[:, None]
    diagonal[1:] += radial[:, None]
    diagonal[:, 0] += contact
    band = np.zeros((layers + 1, n * layers))
    band[layers, :(n - 1) * layers] = -np.repeat(radial, layers)
    if layers > 1:
        vertical = area / drop
        diagonal[:, :-1] += vertical[:, None]
        diagonal[:, 1:] += vertical[:, None]
        link = np.zeros((n, layers))
        link[:, :-1] = -vertical[:, None]
        band[1] = link.ravel()
    band[0] = diagonal.ravel()
    source = np.zeros((n, layers))
    source[:, 0] = contact * inner          # inner metal at 1 V, outer at 0 V
    volts = solveh_banded(band, source.ravel(), lower=True)
    volts = volts.reshape(n, layers)
    return 1.0 / np.sum(contact * inner * (1.0 - volts[:, 0]))


def extract(r1, r2, resistance):
    """Least-squares fit of the large-radius law: sheet, length, rho_c."""
    columns = np.column_stack([np.log(r2 / r1), 1 / r1 + 1 / r2])
    a, b = np.linalg.lstsq(columns, resistance, rcond=None)[0]
    return TWO_PI * a, b / a, TWO_PI * b**2 / a


# ---------------- example inputs (rough, heavily doped n-type GaN) ----------
density_cm3, mobility_cm2, thickness = 5e18, 200.0, 0.5
rho_c_cm2, temperature = 1e-5, 300.0
r1 = 50.0
gaps = np.array([5.0, 10.0, 20.0, 30.0, 40.0])
r2_all = r1 + gaps
resistivity_cm = 1 / (const.e * density_cm3 * mobility_cm2)
resistivity = resistivity_cm * 1e4                  # ohm um
sheet = resistivity / thickness
rho_c = rho_c_cm2 * 1e8                             # ohm um^2
length = np.sqrt(rho_c / sheet)
r2 = 60.0

# ---------------- tests of the exact solution -------------------------------
# Second-order mesh error is of relative size (step/L)^2, well below 5e-4.
net_example = network_resistance(r1, r2, 160.0, sheet, sheet, rho_c, 0.02)
exact = exact_resistance(r1, r2, sheet, sheet, rho_c)
assert abs(net_example / exact - 1) < 5e-4
net_small = network_resistance(2.0, 3.0, 60.0, 100.0, 50.0, 450.0, 0.02)
exact_small = exact_resistance(2.0, 3.0, 100.0, 50.0, 450.0)
assert abs(net_small / exact_small - 1) < 5e-4
approx_small = (100 * np.log(1.5) + 50 * 3 * (1 / 2 + 1 / 3)) / TWO_PI
assert abs(approx_small / exact_small - 1) > 0.05   # small radii: law fails

# Small disc: the whole area conducts.
tiny = exact_parts(0.01, 1.0, 1.0, 1.0, 1.0)[1]
assert abs(tiny * np.pi * 0.01**2 - 1) < 1e-4

# Riccati equations of the two Bessel ratios.
u = lambda x: mp.besseli(0, x) / mp.besseli(1, x)
v = lambda x: mp.besselk(0, x) / mp.besselk(1, x)
for x in (0.4, 1.7, 9.0):
    assert abs(mp.diff(u, x) - (1 - u(x)**2 + u(x) / x)) < 1e-6
    assert abs(mp.diff(v, x) - (-1 + v(x)**2 + v(x) / x)) < 1e-6

# Two-sided bounds of the ratios.
xs = np.geomspace(0.01, 300, 2000)
excess_u = ratio_inner(xs) - 1 - 1 / (2 * xs)
excess_v = ratio_outer(xs) - 1 + 1 / (2 * xs)
assert np.all(excess_u > 0) and np.all(excess_u < 7 / (8 * xs**2))
assert np.all(excess_v > 0) and np.all(excess_v < 3 / (8 * xs**2))

# The leading error of the large-radius law has the stated coefficient.
for scale, tolerance in ((20, 0.1), (200, 0.01)):
    error = (exact_resistance(scale, 2 * scale, 1.0, 1.0, 1.0)
             - large_radius(scale, 2 * scale, 1.0, 1.0)) * TWO_PI
    second = 0.5 * (1 / scale**2 - 1 / (2 * scale)**2)
    assert abs(error / second - 1) < tolerance

# Share of the disc current that enters within L of the edge.
inside = r1 - length
share = 1 - (inside * i1e(inside / length) * np.exp(-1.0)
             / (r1 * i1e(r1 / length)))
profile = lambda r: r * i0e(r / length) * np.exp((r - r1) / length)
rim = quad(profile, inside, r1)[0]
core = quad(profile, 0, inside, limit=200)[0]
assert abs(rim / (rim + core) - share) < 1e-7

# Finite outer metal of width W: outer term grows by about 2 exp(-2W/L).
narrow = network_resistance(50., 60., 65., 100., 100., 625., 0.02)
wide = network_resistance(50., 60., 100., 100., 100., 625., 0.02)
rise = (narrow - wide) / (100 * 2.5 / (TWO_PI * 60))
assert abs(rise / (2 * np.exp(-4.0)) - 1) < 0.05

# ---------------- extraction from ideal data --------------------------------
data = exact_resistance(r1, r2_all, sheet, sheet, rho_c)
fit_sheet, fit_length, fit_rho = extract(r1, r2_all, data)
assert abs(fit_rho / rho_c - 1) < 0.03
slope, offset = np.polyfit(gaps, data, 1)
line_length = offset / (2 * slope)
line_rho = slope * TWO_PI * r1 * line_length**2
half_sheet = exact_resistance(r1, r2_all, sheet, sheet / 2, rho_c)
half_ratio = extract(r1, r2_all, half_sheet)[2] / rho_c
assert abs(half_ratio / 0.5 - 1) < 0.03     # fit returns rho_c*Rk/Rs

# ---------------- neglected effects -----------------------------------------
# Vertical flow: depth-resolved network against the one-sheet network.
layers, fine = 20, 0.025
flat = network_resistance(r1, r2, 100.0, sheet, sheet, rho_c, fine)
deep = network_resistance(r1, r2, 100.0, sheet, sheet, rho_c, fine,
                          layers, resistivity * thickness / layers)
depth_shift = deep - flat
rho_vertical = resistivity * thickness / 3
depth_estimate = exact_resistance(r1, r2, sheet, sheet,
                                  rho_c + rho_vertical) - exact
# The estimate omits edge corrections of relative order thickness/L.
assert abs(depth_shift / depth_estimate - 1) < 0.12

# Depletion under the metal thins the layer there.
barrier, permittivity = 0.5, 9.5
eps = permittivity * const.epsilon_0
density = density_cm3 * 1e6
depletion = np.sqrt(2 * eps * barrier / (const.e * density))
field = lambda s: const.e * density * (1 - s) * depletion / eps
assert abs(quad(field, 0, 1)[0] * depletion / barrier - 1) < 1e-9
sheet_under = sheet / (1 - depletion * 1e6 / thickness)
depleted = exact_resistance(r1, r2_all, sheet, sheet_under, rho_c)
depleted_rho = extract(r1, r2_all, depleted)[2]

# Metal sheet: spreading from a probe tip, and flow round the outer ring.
metal_sheet, probe, width = 0.1, 5.0, 100.0
nodes = 400
ring = 2 * np.eye(nodes) - np.roll(np.eye(nodes), 1, 0) \
    - np.roll(np.eye(nodes), -1, 0)
ring *= nodes / TWO_PI
feed = np.full(nodes - 1, 1 / nodes)        # node 0 is the probe, at 0 V
ring_power = feed @ np.linalg.solve(ring[1:, 1:], feed)
assert abs(ring_power / (np.pi / 6) - 1) < 1e-3
metal_inner = metal_sheet * np.log(r1 / probe) / TWO_PI
metal_outer = metal_sheet * np.pi * (r2_all + width / 2) / (6 * width)
metal_rho = extract(r1, r2_all, data + metal_inner + metal_outer)[2]

# Gap made wider than drawn.
gap_error = 0.2
wider = exact_resistance(r1, r2_all + gap_error, sheet, sheet, rho_c)
wider_rho = extract(r1, r2_all, wider)[2]

# Linearity, self-heating and temperature of use.
current, conductivity = 1e-4, 35.0
gap_part, inner_part, outer_part = exact_parts(r1, r2, sheet, sheet, rho_c)
edge_voltage = current * inner_part
thermal_voltage = const.k * temperature / const.e
heating = current**2 * exact / (conductivity * r1 * 1e-6)
sheet_hot = sheet * (400 / temperature)**1.5
hot = exact_resistance(r1, r2, sheet_hot, sheet_hot, rho_c)

# ---------------- error of the law in the example ---------------------------
approx = large_radius(r1, r2, sheet, length)
second_order = sheet / TWO_PI * length**2 / 2 * (1 / r1**2 - 1 / r2**2)
margin = sheet / TWO_PI * length**3 * (7 / (8 * r1**3) + 3 / (8 * r2**3))
assert second_order < exact - approx < second_order + margin
strip = sheet * (gaps[1] + 2 * length) / (TWO_PI * r1)

# ---------------- printed numbers -------------------------------------------
print(f"electron density {density_cm3:.1e} cm^-3")
print(f"mobility {mobility_cm2:.0f} cm2/Vs, layer {thickness:.2f} um")
print(f"contact resistivity {rho_c_cm2:.2e} ohm cm2")
print(f"resistivity {resistivity_cm:.3e} ohm cm")
print(f"sheet resistance {sheet:.2f} ohm/sq")
print(f"transfer length L {length:.4f} um")
print(f"r1 {r1:.0f} um, r2 {r2:.0f} um")
print(f"r1/L {r1/length:.3f}, r2/L {r2/length:.3f}")
print(f"I0/I1 at r1/L {ratio_inner(r1/length):.5f}")
print(f"K0/K1 at r2/L {ratio_outer(r2/length):.5f}")
print(f"gap part {gap_part:.4f} ohm")
print(f"inner contact {inner_part:.4f} ohm")
print(f"outer contact {outer_part:.4f} ohm")
print(f"exact total {exact:.5f} ohm")
print(f"resistor network total {net_example:.5f} ohm")
print(f"large-radius law {approx:.5f} ohm")
print(f"exact minus law {exact-approx:.5f} ohm")
print(f"second-order term {second_order:.5f} ohm")
print(f"largest further error {margin:.5f} ohm")
print(f"straight-strip formula {strip:.4f} ohm")
print(f"disc current within L of edge {100*share:.1f} %")
print(f"small disc (r1=2, r2=3, L=3 um; sheets 100, 50 ohm/sq):")
print(f"  exact {exact_small:.3f}, network {net_small:.3f} ohm")
print(f"  large-radius law {approx_small:.3f} ohm")
for g, a, b in zip(gaps, data, large_radius(r1, r2_all, sheet, length)):
    print(f"gap {g:.0f} um: exact {a:.4f} ohm, law {b:.4f} ohm")
print(f"log fit: sheet {fit_sheet:.2f} ohm/sq, L {fit_length:.4f} um")
print(f"log fit: rho_c {fit_rho*1e-8:.3e} ohm cm2")
print(f"line fit: L {line_length:.3f} um")
print(f"line fit: rho_c {line_rho*1e-8:.3e} ohm cm2")
print(f"Rk = Rs/2: fitted rho_c / true rho_c {half_ratio:.4f}")
print(f"vertical flow: network shift {1e3*depth_shift:.2f} mohm")
print(f"vertical flow: estimated shift {1e3*depth_estimate:.2f} mohm")
print(f"vertical flow: rho*t/3 over rho_c {100*rho_vertical/rho_c:.2f} %")
print(f"barrier {barrier:.1f} V, relative permittivity {permittivity:.1f}")
print(f"depletion width {depletion*1e9:.1f} nm")
print(f"depletion: Rk/Rs {sheet_under/sheet:.4f}")
print(f"depletion: fitted rho_c {depleted_rho*1e-8:.3e} ohm cm2")
print(f"metal sheet {metal_sheet:.2f} ohm/sq, probe radius {probe:.0f} um")
print(f"metal: inner {metal_inner:.4f} ohm")
print(f"metal: outer, 10 um gap {metal_outer[1]:.4f} ohm")
print(f"metal: fitted rho_c {metal_rho*1e-8:.3e} ohm cm2")
print(f"outer metal width {width:.0f} um: relative rise of outer term "
      f"{2*np.exp(-2*width/length):.1e}")
print(f"gap {gap_error:.1f} um too wide: fitted rho_c "
      f"{wider_rho*1e-8:.3e} ohm cm2")
print(f"test current {current*1e3:.2f} mA")
print(f"inner edge voltage {edge_voltage*1e3:.4f} mV")
print(f"kT/q at {temperature:.0f} K {thermal_voltage*1e3:.2f} mV")
print(f"self-heating, {conductivity:.0f} W/(m K) substrate {heating:.1e} K")
print(f"400 K, mobility as T^-1.5, same rho_c: total {hot:.3f} ohm")
print("success")
```

Running it gives:

```
electron density 5.0e+18 cm^-3
mobility 200 cm2/Vs, layer 0.50 um
contact resistivity 1.00e-05 ohm cm2
resistivity 6.242e-03 ohm cm
sheet resistance 124.83 ohm/sq
transfer length L 2.8304 um
r1 50 um, r2 60 um
r1/L 17.666, r2/L 21.199
I0/I1 at r1/L 1.02958
K0/K1 at r2/L 0.97721
gap part 3.6222 ohm
inner contact 1.1579 ohm
outer contact 0.9158 ohm
exact total 5.69597 ohm
resistor network total 5.69599 ohm
large-radius law 5.68407 ohm
exact minus law 0.01191 ohm
second-order term 0.00973 ohm
largest further error 0.00394 ohm
straight-strip formula 6.2227 ohm
disc current within L of edge 64.3 %
small disc (r1=2, r2=3, L=3 um; sheets 100, 50 ohm/sq):
  exact 49.783, network 49.783 ohm
  large-radius law 26.348 ohm
gap 5 um: exact 4.0485 ohm, law 4.0406 ohm
gap 10 um: exact 5.6960 ohm, law 5.6841 ohm
gap 20 um: exact 8.6302 ohm, law 8.6127 ohm
gap 30 um: exact 11.1864 ohm, law 11.1652 ohm
gap 40 um: exact 13.4508 ohm, law 13.4272 ohm
log fit: sheet 125.04 ohm/sq, L 2.8328 um
log fit: rho_c 1.003e-05 ohm cm2
line fit: L 5.519 um
line fit: rho_c 2.569e-05 ohm cm2
Rk = Rs/2: fitted rho_c / true rho_c 0.5035
vertical flow: network shift 10.43 mohm
vertical flow: estimated shift 10.83 mohm
vertical flow: rho*t/3 over rho_c 1.04 %
barrier 0.5 V, relative permittivity 9.5
depletion width 10.2 nm
depletion: Rk/Rs 1.0209
depletion: fitted rho_c 1.024e-05 ohm cm2
metal sheet 0.10 ohm/sq, probe radius 5 um
metal: inner 0.0366 ohm
metal: outer, 10 um gap 0.0576 ohm
metal: fitted rho_c 1.081e-05 ohm cm2
outer metal width 100 um: relative rise of outer term 4.1e-31
gap 0.2 um too wide: fitted rho_c 1.072e-05 ohm cm2
test current 0.10 mA
inner edge voltage 0.1158 mV
kT/q at 300 K 25.85 mV
self-heating, 35 W/(m K) substrate 3.3e-05 K
400 K, mobility as T^-1.5, same rho_c: total 8.147 ohm
success
```
